# Why the copper acceptor in germanium binds a fourth 1s hole

**Question.** A copper atom on a germanium site brings one valence electron to a place where four bonds need four. It can therefore accept three electrons, or, in the language of holes, its neutral state carries three bound holes. Such a centre has no net charge. Why should it hold a fourth hole, in the same 1s shell as the other three, and how strongly?

**Answer.**

**The centre as an atom of holes**

When all four bonds are filled, the copper site carries charge $-3e$. Holes carry $+e$ and are attracted to it, as electrons are to a nucleus of charge $Z=3$. With three holes the centre is neutral, and with four it has charge $+e$ and is overcharged.

Two things are needed for a fourth 1s hole: a free place in the shell, and a net attraction. The place comes from the valence band. Its top in germanium is fourfold degenerate (the $\Gamma_8$ level, with angular momentum 3/2), so a 1s acceptor orbital comes in four components, where an electron in an atom has two.

The attraction will be found in a simplified model. The holes have one isotropic mass $m$, the crystal is a medium of dielectric constant $\kappa$, the copper ion is a point charge, and no force changes the component label of a hole. Lengths are measured in the effective Bohr radius $a^*=a_0\kappa/(m/m_e)$ and energies in the effective Rydberg $Ry^*=Ry\,(m/m_e)/\kappa^2$. A free hole at rest at the band edge has energy zero. For $N$ holes

$$H=\sum_{i=1}^{N}\left(-\nabla_i^2-\frac{2Z}{r_i}\right)+\sum_{i<j}\frac{2}{r_{ij}} .$$

Put all holes into one spatial orbital $\varphi(\mathbf r)$, each with a different label. The Slater determinant then factorizes into

$$\Psi=\varphi(\mathbf r_1)\cdots\varphi(\mathbf r_N)\times A(1,\dots,N),$$

where $A$ is antisymmetric in the labels. The number of such functions is the number of ways to choose $N$ different labels out of four: four for $N=3$, one for $N=4$ and none for $N=5$. The Pauli principle is thus satisfied by the labels, and the spatial part is a plain product. There is no exchange energy, because an exchange term contains the overlap of two different labels, which is zero. A fifth hole would have to leave the 1s orbital.

**Energy with one exponent**

Take $\varphi=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$ and let $\zeta$ adjust itself. Since $|\nabla\varphi|^2=\zeta^2\varphi^2$, the kinetic energy per hole is $\zeta^2$. The mean inverse radius is

$$\left\langle \frac1r\right\rangle=4\zeta^3\int_0^\infty r\,e^{-2\zeta r}dr=\frac{4\zeta^3}{4\zeta^2}=\zeta ,$$

so the attraction gives $-2Z\zeta$ per hole.

For the repulsion we need the potential $\Phi(r)$ of one such cloud. The part of the cloud inside $r$ acts as if it sat at the centre, and each outer shell contributes its charge divided by its own radius:

$$\Phi(r)=\frac{1-e^{-2\zeta r}(1+2\zeta r+2\zeta^2r^2)}{r}+4\zeta^3\int_r^\infty r'e^{-2\zeta r'}dr' .$$

The last term equals $(2\zeta^2r+\zeta)e^{-2\zeta r}$. Adding the two,

$$\Phi(r)=\frac1r-e^{-2\zeta r}\left(\frac1r+\zeta\right).$$

Averaging over the second cloud gives

$$\left\langle\frac1{r_{12}}\right\rangle=\zeta-4\zeta^3\int_0^\infty(r+\zeta r^2)e^{-4\zeta r}dr=\zeta-\frac{\zeta}{4}-\frac{\zeta}{8}=\frac58\zeta .$$

The pair term in $H$ is $2/r_{12}$, so each pair costs $\tfrac54\zeta$. There are $N(N-1)/2$ pairs, and

$$E_N(\zeta)=N\zeta^2-2NZ\zeta+\frac58N(N-1)\zeta .$$

Define $\zeta_N=Z-\tfrac{5}{16}(N-1)$. The two linear terms are then $-2N\zeta_N\zeta$, and completing the square gives

$$E_N(\zeta)=N(\zeta-\zeta_N)^2-N\zeta_N^2 .$$

The minimum lies at $\zeta=\zeta_N$, with energy $E_N=-N\zeta_N^2$. Each of the other holes takes 5/16 of a unit off the charge that fixes the orbital size. It does not take off a full unit, because it spends part of its time farther out. This incomplete screening is the source of the attraction.

For $Z=3$, $\zeta_3=19/8$ and $\zeta_4=33/16$, hence

$$E_3=-3\cdot\frac{361}{64}=-\frac{1083}{64}=-16.922,\qquad E_4=-4\cdot\frac{1089}{256}=-\frac{1089}{64}=-17.016 .$$

Removing the fourth hole leaves a neutral centre and a free hole of zero energy. The binding is therefore

$$B=E_3-E_4=\frac{6}{64}=\frac{3}{32}\approx0.094\ Ry^* .$$

**Where the gain comes from**

Place the fourth hole into the orbital of the neutral centre with $\zeta$ held at $\zeta_3$. It brings its own kinetic energy and attraction, and three new pairs:

$$\zeta_3^2-6\zeta_3+\frac{15}{4}\zeta_3=\frac{361-912+570}{64}=+\frac{19}{64}.$$

This step costs energy. Now let the shared orbital swell from $\zeta_3$ to $\zeta_4$. The completed square gives the energy returned:

$$4(\zeta_3-\zeta_4)^2=4\left(\frac5{16}\right)^2=\frac{25}{64}.$$

The difference is the $6/64$ found above. Within this trial function, the fourth hole is bound because all four orbits expand together. The split belongs to the trial function, which forbids the new hole an orbital of its own. Given one, in the frozen cloud of the other three, it is bound by about $0.15\ Ry^*$ with no swelling at all.

**How far the simple number can be trusted**

The binding is a small difference of two large variational energies. Each lies above the true energy of its own system, so their difference is neither an upper nor a lower bound. The dependence on $Z$ gives a warning. For a neutral centre with $N=Z$ the exponents are $\zeta_Z=(11Z+5)/16$ and $\zeta_{Z+1}=11Z/16$, so

$$B(Z)=\frac{(Z+1)(11Z)^2-Z(11Z+5)^2}{256}=\frac{Z(11Z-25)}{256}.$$

This is $-0.055$ for a single acceptor, $-0.023$ for a double one and $+0.094$ for a triple one. The formula denies an extra hole to the first two. For $Z=1$, $N=2$ the Hamiltonian is that of the hydride ion, which is bound. The negative sign is a fault of the trial function, and the positive one needs better support.

A first improvement keeps the common orbital but frees its shape. With $\mathbf r=\mathbf x/Z$ the energy becomes

$$E=NZ^2\left[\int\left(|\nabla\varphi|^2-\frac{2}{x}\varphi^2\right)d^3x+\frac{N-1}{Z}\iint\frac{\varphi^2(\mathbf x)\varphi^2(\mathbf x')}{|\mathbf x-\mathbf x'|}d^3x\,d^3x'\right].$$

The minimum of the bracket depends on $(N-1)/Z$ alone. Four holes at $Z=3$ and two electrons at $Z=1$ share the value 1, so the four-hole energy is $4\cdot9/2=18$ times the restricted Hartree–Fock energy of the hydride ion. Solving for the orbital numerically gives $E_4=-17.565$ and $E_3=-17.093$, and the binding rises to $0.472\ Ry^*$. The free shape lowers the four-hole energy by 0.55 and the three-hole energy by 0.17. A likely reason is that the orbital must fall off as $e^{-3r}$ close to the ion in both cases, while a fourth hole calls for a wider tail. One exponent serves these two demands worse for four holes than for three.

The second improvement lets the holes avoid each other. The lowest state of $H$, with no statistics imposed, can be chosen positive everywhere and is not degenerate. Exchanging two holes must therefore return the same function, and the state is symmetric. Four labels allow four holes to use it. I expanded it in all products of orbitals built from five s, three p and one d radial functions, and took the lowest eigenvalue. The results are $E_3=-17.330$ and $E_4=-18.041$, so

$$B\approx0.71\ Ry^* .$$

Leaving out the d functions changes this to 0.70. The basis is not complete: the converged energies are near $E_3=-17.34$ and $E_4=-18.07$, which raises $B$ by about 0.015, to 0.72–0.73. The same expansion gives an extra-hole binding of 0.054 for $Z=1$ and 0.29 for $Z=2$; the converged values are 0.0555 and about 0.30. All three kinds of acceptor bind an extra hole in this model. For $Z=1$ this takes correlation, since a common orbital of free shape still gives $-0.024$.

These are still differences of variational energies, but a floor under $E_3$ can be found. Share the one-hole terms equally between the pairs. Each hole belongs to two of the three pairs, so

$$H_3=\frac12\sum_{i<j}h_{ij},\qquad h_{ij}=-\nabla_i^2-\nabla_j^2-\frac6{r_i}-\frac6{r_j}+\frac4{r_{ij}} .$$

Setting $\mathbf r=\mathbf x/2$ turns $h_{ij}$ into four times the two-hole Hamiltonian with $Z=3/2$. Call the ground energy of the latter $\varepsilon$. No state can give any pair less than $4\varepsilon$, hence

$$E_3\ge\frac12\cdot3\cdot4\varepsilon=6\varepsilon .$$

The product expansion gives $\varepsilon=-2.926$ and a floor of $-17.558$. The four-hole energy $-18.041$ lies 0.48 below it. Because the computed $\varepsilon$ is itself slightly too high, the true floor is a little lower. To close the gap, however, $\varepsilon$ would have to be wrong by 0.08. For two electrons around $Z=2$ the same expansion lies 0.006 above the exact helium energy. The converged $\varepsilon$ is $-2.931$, only 0.004 lower than the computed one, and it puts the floor at $-17.583$, still 0.46 above the four-hole energy.

The fourth hole is thus bound in the isotropic model by more than about $0.4\ Ry^*$. The value 0.094 belongs to the one-exponent approximation. It has the right sign and the right cause, incomplete screening, but is too small by a factor of about seven or eight.

**What the fourfold shell does**

Compare a shell with two components, keeping $Z=3$ and the same units. This is the lithium atom. Two carriers fill 1s and the third must enter 2s. A coupled-cluster calculation with single and double excitations gives a binding of 0.396 for the third carrier and 0.044 for a fourth, which also enters 2s (0.045 with d functions and triple excitations). With four components the corresponding numbers are 2.78 and 0.71.

Overcharging by itself therefore does not require fourfold degeneracy. What the degeneracy provides is room for the extra hole in the compact 1s shell, where it penetrates the cloud of the others and feels the ion strongly.

**Numbers for a germanium-like crystal**

Take the round values $m=0.2\,m_e$ and $\kappa=16$, in the rough range of holes in germanium. Then

$$Ry^*=13{,}606\ \text{meV}\times\frac{0.2}{16^2}=10.63\ \text{meV},\qquad a^*=0.0529\ \text{nm}\times\frac{16}{0.2}=4.23\ \text{nm}.$$

The orbital length $a^*/\zeta$ grows from 1.78 nm for three holes to 2.05 nm for four. The binding of the fourth hole is

$$0.09375\times10.63=1.00\ \text{meV}$$

with one exponent, and $0.711\times10.63=7.56$ meV with correlation (about 7.7 meV in a complete basis).

Far from the neutral core a hole bound by $B$ obeys $\nabla^2\varphi=B\varphi$, so its wave falls off as $e^{-\sqrt B\,r}/r$. The tail length $\ell=a^*/\sqrt B$ is 13.8 nm for the smaller binding and 5.0 nm for the larger. A field that drops the binding energy over one tail length, $B/(e\ell)$, is 0.72 or 15 kV/cm. In the tunnelling estimate for a short-range well, fields of this scale release the hole within picoseconds, and about a tenth of them (0.08 or 1.5 kV/cm) already does so within a microsecond. They describe an isolated centre only. In the same model a single acceptor loses its barrier at about 3 kV/cm and the third copper hole at about 24 kV/cm, and in cold germanium that contains shallow acceptors, breakdown by impact ionization sets in at far lower fields. Centres four tail lengths apart have a density of $5.9\times10^{15}$ or $1.2\times10^{17}\ \text{cm}^{-3}$, a rough mark, set by the choice of four lengths, for where their overcharged states overlap.

At 2 K, $kT=0.172$ meV. Let $n_0$, $n_+$ and $p$ be the densities of neutral centres, overcharged centres and free holes. The neutral centre has four states, the overcharged one has one, and a free hole has four components, so in quasi-equilibrium

$$\frac{n_0\,p}{n_+}=\frac41\cdot4\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}e^{-B/kT}.$$

Half of the centres are overcharged when $p$ equals the right-hand side. For 1.00 meV this is $3.0\times10^{13}\ \text{cm}^{-3}$; the heavy and light masses given below would raise the prefactor by a factor of about 1.4. For 7.56 meV it is about $10^{-3}\ \text{cm}^{-3}$ (roughly half that for 7.7 meV), which means that thermal release is negligible at this temperature.

The holes must still come from somewhere. Moving one from a neutral centre to a distant neutral centre costs the third-hole binding, 29.5 meV, and returns 7.6 meV. The net cost of 22 meV is far above $kT$, so cold neutral centres do not overcharge one another. A single acceptor in the same model holds its hole by $1\ Ry^*=10.6$ meV, so taking a hole from a distant one still costs about 3 meV, some 18 times $kT$. These costs hold for well-separated centres. The transfer leaves a negative and a positive centre that attract each other with an energy of $90\ \text{meV nm}/R$, which pays the 3 meV when the single acceptor is closer than about 30 nm, and the 22 meV only at a few nm. In a dilute crystal, light or injection must supply the holes.

**Beside real copper**

The model's weakest assumption is the point charge in a uniform medium. With the numbers above, the third hole is bound by 29.5 meV, while the first acceptor level of copper in germanium lies roughly 40 meV above the valence band. The inner holes fare much worse. The last one has energy $-Z^2=-9\ Ry^*$, or 96 meV of binding, and the second hole adds $14.552-9=5.55\ Ry^*$, or 59 meV. Copper's deeper levels lie at several tenths of an eV. The gap points to physics close to the atom that the model leaves out.

An opposite limit shows one way this can move the answer. Suppose two holes are drawn tightly into the core and the core then has no further short-range pull on other holes. The remaining charge is $-3+2=-1$. The third and fourth holes carry the two unused labels and form the $Z=1$ problem with two holes. The extra hole is then bound by $0.054\times10.63\approx0.6$ meV. The point-charge model gave 7.6 meV, so these two treatments of the core differ by a factor of about thirteen. This is not a bound, and the tight-core limit is an assumption. With four labels nothing keeps the third and fourth holes out of the core. Add a well $-V_0e^{-r/r_0}$ with $r_0$ between 0.13 and 0.5 nm, tuned to bind the last hole by 0.45 eV, and keep the screened repulsion. A common orbital of free shape then binds the third hole by 0.20–0.27 eV and the fourth by 0.10–0.18 eV. A well of this kind alone does not give copper's pattern of two deep levels and one shallow one. Real copper need not lie between the two values: its third hole, at roughly 40 meV, is held more strongly than in either limit (10.6 meV with the tight core, 29.5 meV with the point charge). The 1 meV of the one-exponent formula falls between the two values, but its errors give no reason to prefer it.

A weak central attraction reveals another limit of the simple orbital. Let its strength be such that it deepens a single acceptor by $0.01\ Ry^*$. To first order it lowers $N$ holes by $0.01N\zeta_N^3$, so the one-exponent binding changes by

$$0.01\,(4\zeta_4^3-3\zeta_3^3)=0.01\,(35.1-40.2)=-0.051\ Ry^* .$$

The correlated state gives about $+0.02$ (0.020 in this basis, 0.024 with more s functions), the opposite sign. The common orbital of free shape already gives $+0.018$. All these numbers are for an attraction of zero range. In the simple orbital one exponent sets both the tail and the centre, so the swelling that widens the tail must also thin the cloud at the ion. The correlated state has a higher total hole density at the ion with four holes than with three. The one-exponent function should not be used to judge central-cell effects.

The isotropic mass is the other large simplification. Rough band parameters $\gamma_1=13$, $\gamma_2=4$, $\gamma_3=6$ have the spherical average $\bar\gamma=(2\gamma_2+3\gamma_3)/5=5.2$. They give a heavy mass $1/(\gamma_1-2\bar\gamma)=0.385$ and a light mass $1/(\gamma_1+2\bar\gamma)=0.043$, in units of $m_e$. Used alone, these masses would make $Ry^*$ 20.4 or 2.3 meV. The real acceptor state mixes both, and the mixing couples the component label to the orbital motion, so the clean product of space and label parts becomes a rough approximation. In the spherical model with these parameters a single acceptor is bound by 10.5 meV, close to the $Ry^*$ used above, but about 30% of its weight is d-like. Scaling that mixed shape as a common orbital gives a screening constant of 0.291 in place of 5/16, and a fourth-hole binding near 6 meV in place of 1 meV. A full shell of four remains possible, but its binding in meV has to come from a calculation with the real band structure and the real copper core.
